# Kendall's peel equation and the zero-angle force of an elastic strip: verification in Python

```python
# Kendall peel equation for an elastic strip without residual stress:
#     f^2/(2 E h) + f (1 - cos(theta)) = R,   zero angle: f = sqrt(2 E h R)
# f: peel force per width, E: Young modulus, h: strip thickness,
# theta: angle between the pulled arm and the surface, R: fracture energy.
# Tests: (1) total potential of a discretized bending and stretching arm,
# differentiated with respect to detached length; (2) a strip held by shear
# springs that break at a critical displacement. SI units inside the program.
import numpy as np
from scipy.linalg import solve_banded
from scipy.optimize import brentq

E = 3.0e9            # Pa, round model value
H = 20e-6            # m
R = 5.0              # J/m^2
WIDTH = 10e-3        # m
NU = 0.35            # Poisson ratio
YIELD = 100e6        # Pa, rough
RESIDUAL = 30e6      # Pa, rough equal-biaxial film stress
BASE_E, BASE_H = 150e9, 0.7e-3   # rough wafer modulus and thickness


def kendall(angle, h=H, energy=R, modulus=E):
    q = 2 * np.sin(angle / 2) ** 2
    return 2 * energy / (q + np.sqrt(q * q + 2 * energy / (modulus * h)))


def solve_arm(force, angle, h, n, ds):
    """Equilibrium of an arm clamped flat at the front, dead load at its end.
    Returns total potential per width and curvature at the front."""
    bend, stretch = E * h**3 / 12, E * h
    s = ds * np.arange(n + 1)
    decay = np.exp(-s / np.sqrt(bend / force))
    phi = angle - 4 * np.arctan(np.tan(angle / 4) * decay)
    phi[0] = 0.0
    weight = np.full(n + 1, ds)
    weight[[0, -1]] = ds / 2
    k = bend / ds
    converged = False
    for _ in range(50):
        d = angle - phi
        slope = -(force * np.sin(d) + force**2 * np.sin(d) * np.cos(d) / stretch)
        curv = force * np.cos(d) + force**2 * np.cos(2 * d) / stretch
        grad = weight * slope
        jump = k * np.diff(phi)
        grad[1:] += jump
        grad[:-1] -= jump
        band = np.zeros((3, n))
        band[0, 1:] = -k
        band[2, :-1] = -k
        band[1] = 2 * k + weight[1:] * curv[1:]
        band[1, -1] -= k
        step = solve_banded((1, 1), band, -grad[1:])
        phi[1:] += step
        if np.max(np.abs(step)) < 1e-10:
            converged = True
            break
    assert converged
    c = np.cos(angle - phi)
    density = -force * c - force**2 * c**2 / (2 * stretch)
    potential = (0.5 * k * np.sum(np.diff(phi) ** 2) + np.sum(weight * density)
                 + force * n * ds * np.cos(angle))
    curvature = (4 * phi[1] - phi[2] - 3 * phi[0]) / (2 * ds)
    return potential, curvature


def release_rate(force, angle, h=H, arm_in_bending_lengths=20):
    ds = np.sqrt(E * h**3 / 12 / force) / 50
    n = int(50 * arm_in_bending_lengths)
    m = max(2, n // 20)
    low = solve_arm(force, angle, h, n - m, ds)[0]
    high = solve_arm(force, angle, h, n + m, ds)[0]
    return (low - high) / (2 * m * ds)


def numerical_force(angle, h=H):
    top = 2 * np.sqrt(2 * E * h * R)
    return brentq(lambda f: release_rate(f, angle, h) - R, 1e-3, top, rtol=1e-10)


def spring_bond_force(h, spring, length, n=4000):
    """Force per width at which the first shear spring breaks."""
    dx = length / n
    k = E * h / dx
    band = np.zeros((3, n + 1))
    band[0, 1:] = -k
    band[2, :-1] = -k
    band[1] = 2 * k + spring * dx
    band[1, [0, -1]] = k + spring * dx / 2
    load = np.zeros(n + 1)
    load[0] = 1.0
    displacement_per_force = solve_banded((1, 1), band, load)[0]
    return np.sqrt(2 * R / spring) / displacement_per_force


# Critical force from the total potential, over a wide range of angles
worst = 0.0
for deg in (2, 5, 30, 90, 150):
    a = np.radians(deg)
    worst = max(worst, abs(numerical_force(a) / kendall(a) - 1))
assert worst < 1e-5

# Thickness exponent from numerical forces against share/(1+share)
exponents = {}
for deg in (2, 5, 30):
    a = np.radians(deg)
    ratio = numerical_force(a, H * 1.02) / numerical_force(a, H / 1.02)
    exponents[deg] = np.log(ratio) / (2 * np.log(1.02))
    share = kendall(a) ** 2 / (2 * E * H * R)
    assert abs(exponents[deg] - share / (1 + share)) < 2e-4

# Angle at which stretching and geometric terms are equal
equal_angle = np.arccos(1 - 0.5 * np.sqrt(R / (E * H)))
equal_share = numerical_force(equal_angle) ** 2 / (2 * E * H * R)
assert abs(equal_share - 0.5) < 1e-4

# Bending plus stretching energy at the front equals R
root_bending = {}
for deg in (5, 30, 90):
    a = np.radians(deg)
    f = kendall(a)
    bend = E * H**3 / 12
    curvature = solve_arm(f, a, H, 4000, np.sqrt(bend / f) / 200)[1]
    root_bending[deg] = bend * curvature**2 / 2
    assert abs(root_bending[deg] + (f * np.cos(a))**2 / (2*E*H) - R) < 2e-3 * R
root_stress = E * H * curvature / 2      # last case of the loop is 90 degrees

# A short arm must violate the steady result
f90 = kendall(np.pi / 2)
short_ratio = release_rate(f90, np.pi / 2, arm_in_bending_lengths=1) / R
assert short_ratio < 0.9
bending_length = np.sqrt(E * H**3 / 12 / f90)

# Zero angle: local spring failure, independent of the spring stiffness
f0 = kendall(0.0)
thicknesses = np.array([10, 20, 40, 80]) * 1e-6
spring_worst = 0.0
for spring in (1e12, 4e12):
    forces = np.array([spring_bond_force(h, spring, 10e-3) for h in thicknesses])
    spring_worst = max(spring_worst,
                       np.max(np.abs(forces / np.sqrt(2*E*thicknesses*R) - 1)))
    zero_exponent = np.polyfit(np.log(thicknesses), np.log(forces), 1)[0]
    assert abs(zero_exponent - 0.5) < 1e-3
assert spring_worst < 1e-3
transfer = np.sqrt(E * H / 1e12)
short_bond = spring_bond_force(H, 1e12, transfer) / f0
assert abs(short_bond - np.tanh(1.0)) < 1e-3


def force_with_residual(angle, residual):
    """Direct work and energy balance with equal-biaxial film stress."""
    def excess(f):
        stress = f / H
        strain_change = (stress - (1 - NU) * residual) / E
        stored_change = H * (stress**2 / 2 - (1 - NU) * residual**2) / E
        return f * (1 + strain_change - np.cos(angle)) - stored_change - R
    return brentq(excess, 0.0, 3 * f0)


for a in (0.0, np.pi / 2):
    assert abs(force_with_residual(a, 0.0) / kendall(a) - 1) < 1e-8
res0 = force_with_residual(0.0, RESIDUAL)
res90 = force_with_residual(np.pi / 2, RESIDUAL)
self_release = H * (1 - NU) * RESIDUAL**2 / E
assert self_release < R and f0 / H < YIELD and root_stress < YIELD

print(f"Inputs: E = {E/1e9:.1f} GPa, h = {H*1e6:.0f} um, R = {R:.1f} J/m^2")
print(f"Strip width = {WIDTH*1e3:.0f} mm, Poisson ratio = {NU:.2f}")
print(f"Stretching stiffness E h = {E*H:.0f} N/m")
print(f"Zero-angle force per width = {f0:.1f} N/m")
print(f"Zero-angle total force = {f0*WIDTH:.2f} N")
print(f"Zero-angle strain = {100*f0/(E*H):.2f} %, stress = {f0/H/1e6:.1f} MPa")
print(f"Zero-angle load work = {f0*f0/(E*H):.2f} J/m^2")
print(f"Zero-angle stored energy = {f0*f0/(2*E*H):.2f} J/m^2")
print(f"90 deg force per width = {f90:.3f} N/m, total = {f90*WIDTH:.4f} N")
print(f"Force ratio, 0 deg to 90 deg = {f0/f90:.0f}")
print("Angle: force; inextensible-strip force; stretching share; exponent")
for deg in (0, 1, 2, 5, 10, 30, 90):
    a = np.radians(deg)
    f = kendall(a)
    share = f * f / (2 * E * H * R)
    rigid = "infinite" if deg == 0 else f"{R/(2*np.sin(a/2)**2):.2f} N/m"
    print(f"{deg:3d} deg: {f:.2f} N/m; {rigid}; {share:.4f}; {share/(1+share):.4f}")
print(f"Equal-share angle = {np.degrees(equal_angle):.2f} deg")
print(f"Numerical stretching share there = {equal_share:.4f}")
print("Thickness: force at 0 deg; stress at 0 deg; force at 90 deg")
for h in thicknesses:
    z = kendall(0.0, h)
    print(f"{h*1e6:3.0f} um: {z:.1f} N/m; {z/h/1e6:.1f} MPa; "
          f"{kendall(np.pi/2, h):.4f} N/m")
print(f"Arm model, largest relative force difference = {worst:.1e}")
for deg, value in exponents.items():
    print(f"Arm model, thickness exponent at {deg} deg = {value:.4f}")
print(f"Spring model, largest relative force difference = {spring_worst:.1e}")
print(f"Spring model, zero-angle thickness exponent = {zero_exponent:.4f}")
print(f"Bond one transfer length long: force / long-bond force = {short_bond:.3f}")
for deg, value in root_bending.items():
    print(f"Bending energy at front, {deg} deg = {value:.3f} J/m^2")
print(f"Bending length at 90 deg = {bending_length*1e3:.3f} mm")
print(f"Arm one bending length long: release rate / R = {short_ratio:.3f}")
print(f"Surface bending stress at 90 deg = {root_stress/1e6:.1f} MPa")
print(f"Rough yield stress = {YIELD/1e6:.0f} MPa")
print(f"Yield before peel at 0 deg below h = {2*E*R/YIELD**2*1e6:.1f} um")
print(f"Bending yield at 90 deg below h = {6*E*R/YIELD**2*1e6:.1f} um")
print(f"Rough residual stress considered = {RESIDUAL/1e6:.0f} MPa")
print(f"Its release without load = {self_release:.2f} J/m^2")
print(f"Force with it, 0 deg = {res0:.1f} N/m ({100*(res0/f0-1):+.1f} %)")
print(f"Force with it, 90 deg = {res90:.3f} N/m ({100*(res90/f90-1):+.1f} %)")
double = kendall(0.0, energy=2 * R)
print(f"0 deg force if R doubles in sliding = {double:.1f} N/m "
      f"({100*(double/f0-1):+.1f} %)")
wide = kendall(0.0, modulus=E / (1 - NU**2))
print(f"0 deg force, sideways strain blocked = {wide:.1f} N/m "
      f"({100*(wide/f0-1):+.1f} %)")
print(f"Strip / base stretching stiffness = {E*H/(BASE_E*BASE_H):.1e} "
      f"(base {BASE_E/1e9:.0f} GPa, {BASE_H*1e3:.1f} mm)")
print("tests ok")
```

Output:

```
Inputs: E = 3.0 GPa, h = 20 um, R = 5.0 J/m^2
Strip width = 10 mm, Poisson ratio = 0.35
Stretching stiffness E h = 60000 N/m
Zero-angle force per width = 774.6 N/m
Zero-angle total force = 7.75 N
Zero-angle strain = 1.29 %, stress = 38.7 MPa
Zero-angle load work = 10.00 J/m^2
Zero-angle stored energy = 5.00 J/m^2
90 deg force per width = 5.000 N/m, total = 0.0500 N
Force ratio, 0 deg to 90 deg = 155
Angle: force; inextensible-strip force; stretching share; exponent
  0 deg: 774.60 N/m; infinite; 1.0000; 0.5000
  1 deg: 765.51 N/m; 32828.90 N/m; 0.9767; 0.4941
  2 deg: 738.91 N/m; 8207.85 N/m; 0.9100; 0.4764
  5 deg: 579.23 N/m; 1313.96 N/m; 0.5592; 0.3586
 10 deg: 284.67 N/m; 329.12 N/m; 0.1351; 0.1190
 30 deg: 37.23 N/m; 37.32 N/m; 0.0023; 0.0023
 90 deg: 5.00 N/m; 5.00 N/m; 0.0000; 0.0000
Equal-share angle = 5.48 deg
Numerical stretching share there = 0.5000
Thickness: force at 0 deg; stress at 0 deg; force at 90 deg
 10 um: 547.7 N/m; 54.8 MPa; 4.9996 N/m
 20 um: 774.6 N/m; 38.7 MPa; 4.9998 N/m
 40 um: 1095.4 N/m; 27.4 MPa; 4.9999 N/m
 80 um: 1549.2 N/m; 19.4 MPa; 4.9999 N/m
Arm model, largest relative force difference = 2.0e-11
Arm model, thickness exponent at 2 deg = 0.4764
Arm model, thickness exponent at 5 deg = 0.3586
Arm model, thickness exponent at 30 deg = 0.0023
Spring model, largest relative force difference = 1.0e-04
Spring model, zero-angle thickness exponent = 0.5000
Bond one transfer length long: force / long-bond force = 0.762
Bending energy at front, 5 deg = 2.225 J/m^2
Bending energy at front, 30 deg = 4.991 J/m^2
Bending energy at front, 90 deg = 5.000 J/m^2
Bending length at 90 deg = 0.632 mm
Arm one bending length long: release rate / R = 0.445
Surface bending stress at 90 deg = 67.1 MPa
Rough yield stress = 100 MPa
Yield before peel at 0 deg below h = 3.0 um
Bending yield at 90 deg below h = 9.0 um
Rough residual stress considered = 30 MPa
Its release without load = 3.90 J/m^2
Force with it, 0 deg = 923.0 N/m (+19.2 %)
Force with it, 90 deg = 1.107 N/m (-77.9 %)
0 deg force if R doubles in sliding = 1095.4 N/m (+41.4 %)
0 deg force, sideways strain blocked = 826.9 N/m (+6.8 %)
Strip / base stretching stiffness = 5.7e-04 (base 150 GPa, 0.7 mm)
tests ok
```
